# Purging a perfectly mixed reactor in atomic layer deposition: a numerical check

```python
# Purging a perfectly mixed reactor at constant pressure and temperature.
# Result under test: precursor falls as exp(-t/tau), so a reduction by R
# takes t = tau*ln(R), which is 9.21 tau for R = 10^4.
# tau = V/Q: chamber volume over volume flow at reactor conditions.
# Also tested: slow release from walls, and imperfect mixing, where
# Pe = L^2/(D*tau) compares diffusion time with residence time.
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.linalg import expm
from scipy.optimize import brentq

# Inputs: rough values for a small research reactor
side_cm = 10.0
pressure_torr = 0.3
temperature = 473.0
flow_sccm = 20.0
dose_torr = 0.03
reduction = 1.0e4
site_density = 4.0e14       # saturated layer, per cm2
weak_density = 1.0e13       # weakly held molecules, per cm2
desorption_ev = 1.25
attempt_rate = 1.0e13       # per s
diffusivity = 400.0         # cm2/s at working pressure

volume_cm3 = side_cm**3
area_cm2 = 6 * side_cm**2
torr = const.atm / 760
standard_temperature = const.zero_Celsius


def residence_time(sccm):
    actual = sccm / 60 * (760 / pressure_torr)
    actual *= temperature / standard_temperature
    return volume_cm3 / actual


tau = residence_time(flow_sccm)
actual_flow = volume_cm3 / tau
purge_time = tau * np.log(reduction)


# Test 1: molar balance of precursor and carrier, integrated numerically
def molar_purge(sccm, initial_fraction):
    total = pressure_torr * torr * volume_cm3 * 1e-6
    total /= const.R * temperature
    feed = sccm * 1e-6 / 60 * const.atm / (const.R * standard_temperature)
    start = initial_fraction * total

    def rates(t, state):
        precursor, carrier, stay = state
        present = precursor + carrier
        return [-feed * precursor / present,
                feed - feed * carrier / present,
                precursor / start]

    def reached(t, state):
        return state[0] / start - 1 / reduction
    reached.terminal = True
    run = solve_ivp(rates, (0, 100), [start, total - start, 0.0],
                    method="DOP853", rtol=1e-10, atol=1e-18,
                    max_step=0.05, events=reached)
    assert len(run.t_events[0]) == 1
    return run.t_events[0][0], run.y_events[0][0][2]


balance_time, mean_stay = molar_purge(flow_sccm, dose_torr / pressure_torr)
rich_time, _ = molar_purge(flow_sccm, 0.9)
fast_time, _ = molar_purge(2 * flow_sccm, 0.1)
assert abs(balance_time / purge_time - 1) < 1e-5
assert abs(rich_time / purge_time - 1) < 1e-5
assert abs(fast_time / (purge_time / 2) - 1) < 1e-5
# The stay accumulated up to the crossing lacks only the last 1/reduction
assert abs(mean_stay / (tau * (1 - 1 / reduction)) - 1) < 1e-5

# Test 2: replace 1/m of the gas at a time and count the replacements
parcel_results = {}
for parcels in (10, 100, 1000):
    remaining, count = 1.0, 0
    while remaining > 1 / reduction:
        remaining -= remaining / parcels
        count += 1
    parcel_results[parcels] = count / parcels
    # allowance: finite parcel size plus rounding up to a whole parcel
    allowance = (np.log(reduction) / 2 + 1) / parcels
    assert abs(count / parcels - np.log(reduction)) < allowance

# Precursor inventory compared with surface sites
gas_molecules = dose_torr * torr * volume_cm3 * 1e-6
gas_molecules /= const.k * temperature
layers_before = gas_molecules / (site_density * area_cm2)
layers_after = layers_before / reduction

# Test 3: slow release from the walls, closed form against integration
thermal_ev = const.k * temperature / const.e
tau_wall = np.exp(desorption_ev / thermal_ev) / attempt_rate
wall_ratio = weak_density * area_cm2 / gas_molecules


def gas_with_walls(t):
    direct = np.exp(-t / tau)
    tail = np.exp(-t / tau_wall) - direct
    return direct + wall_ratio * tau / (tau_wall - tau) * tail


def wall_rates(t, state):
    released = state[1] / tau_wall
    return [-state[0] / tau + released, -released]


def wall_reached(t, state):
    return state[0] - 1 / reduction


wall_reached.terminal = True
wall_run = solve_ivp(wall_rates, (0, 200), [1.0, wall_ratio],
                     method="DOP853", rtol=1e-10, atol=1e-14,
                     max_step=0.05, events=wall_reached)
wall_time = brentq(lambda t: gas_with_walls(t) - 1 / reduction, 0, 200)
assert len(wall_run.t_events[0]) == 1
assert abs(wall_run.t_events[0][0] / wall_time - 1) < 1e-5
assert tau_wall > tau and wall_time > purge_time


# Test 4: flow with finite diffusion, lengths in L and times in tau
def flow_operator(peclet, cells=100):
    width = 1 / cells
    matrix = np.zeros((cells, cells))
    for i in range(cells - 1):
        left = 0.5 + 1 / (peclet * width)
        right = 0.5 - 1 / (peclet * width)
        matrix[i, i] -= left / width
        matrix[i, i + 1] -= right / width
        matrix[i + 1, i] += left / width
        matrix[i + 1, i + 1] += right / width
    matrix[-1, -1] -= 1 / width
    return matrix


peclet = side_cm**2 / (diffusivity * tau)
slowest = {}
for value in (peclet, peclet / 2):
    slowest[value] = np.min(-np.linalg.eigvals(flow_operator(value)).real)
    # allowance: next order in Pe, plus the error of the finite grid
    assert abs(slowest[value] - (1 + value / 6)) < 0.01 * value**2 + 1e-4
operator = flow_operator(peclet)


def mean_left(t):
    return np.mean(expm(operator * t) @ np.ones(len(operator)))


mixing_time = tau * brentq(
    lambda t: np.log(mean_left(t) * reduction), 5, 12, xtol=1e-6)
assert mixing_time < purge_time

print(f"Chamber side: {side_cm:.0f} cm")
print(f"Chamber volume: {volume_cm3:.0f} cm3")
print(f"Chamber wall area: {area_cm2:.0f} cm2")
print(f"Total pressure: {pressure_torr:.2f} Torr")
print(f"Temperature: {temperature:.0f} K")
print(f"Set purge flow: {flow_sccm:.0f} sccm")
print(f"Standard temperature: {standard_temperature:.2f} K")
print(f"Flow at reactor conditions: {actual_flow:.0f} cm3/s")
print(f"Residence time tau: {tau:.3f} s")
print(f"ln(10), time per decade over tau: {np.log(10):.4f}")
print(f"Time per decade: {tau * np.log(10):.2f} s")
print(f"Reduction factor: {reduction:.0f}")
print(f"ln(reduction), purge time over tau: {np.log(reduction):.4f}")
print(f"Purge time from formula: {purge_time:.3f} s")
print(f"Purge time from molar balance: {balance_time:.3f} s")
print(f"Same, initial precursor fraction 0.9: {rich_time:.3f} s")
print(f"Same, doubled purge flow: {fast_time:.3f} s")
print(f"Mean stay accumulated in balance: {mean_stay:.3f} s")
for parcels, volumes in parcel_results.items():
    print(f"Volumes needed, parcels of V/{parcels}: {volumes:.3f}")
print(f"Precursor pressure before purge: {dose_torr:.2e} Torr")
print(f"Precursor pressure after purge: {dose_torr / reduction:.2e} Torr")
print(f"Precursor molecules before purge: {gas_molecules:.2e}")
print(f"Precursor molecules after purge: {gas_molecules / reduction:.2e}")
print(f"Saturated layer density: {site_density:.1e} per cm2")
print(f"Gas inventory before purge: {layers_before:.2f} layers")
print(f"Gas inventory after purge: {layers_after:.2e} layers")
print(f"Weakly held molecules: {weak_density:.1e} per cm2")
print(f"Desorption energy: {desorption_ev:.2f} eV")
print(f"Attempt rate: {attempt_rate:.1e} per s")
print(f"Thermal energy kT: {thermal_ev:.5f} eV")
print(f"Wall release time: {tau_wall:.2f} s")
print(f"Wall population over initial gas: {wall_ratio:.4f}")
print(f"Gas left at ideal purge time, with walls: "
      f"{gas_with_walls(purge_time):.2e} of initial")
print(f"Purge time with wall release: {wall_time:.2f} s")
print(f"Ratio to ideal purge time: {wall_time / purge_time:.3f}")
print(f"Diffusivity: {diffusivity:.0f} cm2/s")
print(f"Pe = L^2/(D tau): {peclet:.3f}")
print(f"Decay rate times tau, 1 + Pe/6: {1 + peclet / 6:.4f}")
print(f"Decay rate times tau, eigenvalue: {slowest[peclet]:.4f}")
print(f"Purge time with finite diffusion: {mixing_time:.2f} s")
print(f"Ratio to ideal purge time: {mixing_time / purge_time:.3f}")
print("PASS")
```

It prints:

```
Chamber side: 10 cm
Chamber volume: 1000 cm3
Chamber wall area: 600 cm2
Total pressure: 0.30 Torr
Temperature: 473 K
Set purge flow: 20 sccm
Standard temperature: 273.15 K
Flow at reactor conditions: 1462 cm3/s
Residence time tau: 0.684 s
ln(10), time per decade over tau: 2.3026
Time per decade: 1.57 s
Reduction factor: 10000
ln(reduction), purge time over tau: 9.2103
Purge time from formula: 6.299 s
Purge time from molar balance: 6.299 s
Same, initial precursor fraction 0.9: 6.299 s
Same, doubled purge flow: 3.149 s
Mean stay accumulated in balance: 0.684 s
Volumes needed, parcels of V/10: 8.800
Volumes needed, parcels of V/100: 9.170
Volumes needed, parcels of V/1000: 9.206
Precursor pressure before purge: 3.00e-02 Torr
Precursor pressure after purge: 3.00e-06 Torr
Precursor molecules before purge: 6.12e+17
Precursor molecules after purge: 6.12e+13
Saturated layer density: 4.0e+14 per cm2
Gas inventory before purge: 2.55 layers
Gas inventory after purge: 2.55e-04 layers
Weakly held molecules: 1.0e+13 per cm2
Desorption energy: 1.25 eV
Attempt rate: 1.0e+13 per s
Thermal energy kT: 0.04076 eV
Wall release time: 2.08 s
Wall population over initial gas: 0.0098
Gas left at ideal purge time, with walls: 3.32e-04 of initial
Purge time with wall release: 8.19 s
Ratio to ideal purge time: 1.301
Diffusivity: 400 cm2/s
Pe = L^2/(D tau): 0.366
Decay rate times tau, 1 + Pe/6: 1.0609
Decay rate times tau, eigenvalue: 1.0617
Purge time with finite diffusion: 5.93 s
Ratio to ideal purge time: 0.942
PASS
```
